\section*{Square-root cusps in elastic electron scattering at an s-wave inelastic threshold, part 2}

An electron of energy $E$ strikes a target that can be raised to an excited level at energy $E_t$. We ask how the elastic cross section behaves near $E_t$. Channel 1 holds the target in its ground level and channel 2 in the excited level. Both are s waves, and no third channel is open.

Rydberg atomic units are used: $\hbar=1$, $2m=1$ and $e^2=2$, with $m$ the electron mass, lengths in bohr and energies in rydberg. The wave numbers are $k_1=\sqrt E$ and $k_2=\sqrt{E-E_t}$, with $k_2=i\kappa$ and $\kappa=\sqrt{E_t-E}>0$ below threshold. The radial functions $u=(u_1,u_2)^T$ obey
\begin{equation}
u''=M(r,E)\,u,\qquad
M=\begin{pmatrix}V_{11}-E & V_{12}\\ V_{12}& V_{22}-E+E_t\end{pmatrix},
\qquad u(0)=0 .
\label{radial}
\end{equation}
The real potentials $V_{ij}(r)$ vanish for $r>R$. Outside, $u_1=e^{-ik_1r}-S_{11}e^{ik_1r}$ and $u_2\propto e^{ik_2r}$, so $u_2'(R)=ik_2u_2(R)$.

The real symmetric matrix $L$ is defined by $u'(R)=L\,u(R)$. At threshold $D_0=(L_{11}-ik_1)L_{22}-L_{12}^2$. The elastic phase $\delta_0$ there follows from $e^{2i\delta_0}=e^{-2ik_1R}D_0^*/D_0$, and the length $\beta$ is $\beta=2k_1L_{12}^2/|D_0|^2$. To first order $S_{11}=e^{2i\delta_0}(1-\beta k_2)$ above threshold and $e^{2i\delta_0}(1-i\beta\kappa)$ below, where $S_{11}=e^{2i\delta}$ with a real phase $\delta$.

The elastic cross section is $\sigma_{\rm el}=(\pi/k_1^2)|1-S_{11}|^2$ and the inelastic one is $(\pi/k_1^2)(1-|S_{11}|^2)$. With $\sigma_0=4\pi\sin^2\delta_0/k_1^2$, where $k_1$ is taken at threshold,
\begin{equation}
\sigma_{\rm el}=
\begin{cases}
\sigma_0(1-\beta k_2)+O(k_2^2), & E>E_t,\\
\sigma_0(1-\beta\kappa\cot\delta_0)+O(\kappa^2), & E<E_t .
\end{cases}
\label{cusp}
\end{equation}
The terms in $k_2$ and $\kappa$ are the root term. Apart from the exceptions listed below, they make the slope in $E$ infinite on both sides of the threshold, while the cross section itself is continuous.

\subsection*{Shapes and exceptions}

Above threshold the elastic cross section falls, because flux is removed. Below, no flux is lost, but the closed channel shifts the phase: $1-i\beta\kappa\simeq e^{-i\beta\kappa}$ means $\delta=\delta_0-\beta\kappa/2$. The phase rises towards $\delta_0$. If $0<\delta_0<\pi/2$, so does $\sin^2\delta$, and the threshold is a sharp peak. If $\pi/2<\delta_0<\pi$, the cross section falls on both sides and the threshold is a descending step with a vertical tangent.

The infinite slope on both sides of the threshold has these exceptions:
\begin{itemize}
\item If $L_{12}=0$ at threshold, then $\beta=0$ and the root term is absent.
\item If $\cos\delta_0=0$, the slope is infinite on the upper side only.
\item If $\sin\delta_0=0$, then $1-S_{11}$ starts as $\beta k_2$, and $\sigma_{\rm el}=(\pi/k_1^2)\beta^2|E-E_t|$ to leading order. The cross section has a kink with finite slopes.
\item If the slow electron leaves in a p wave, its outgoing function is $e^{ik_2r}(1+i/k_2r)$. The logarithmic derivative that replaces $ik_2$ is
\begin{equation}
-\frac{1}{R(1+k_2^2R^2)}+\frac{ik_2^3R^2}{1+k_2^2R^2}.
\end{equation}
Its lowest odd power is $k_2^3$, whose energy derivative vanishes at threshold.
\end{itemize}

In a spherical model other partial waves add to the integrated elastic cross section without interference. They dilute the cusp but do not remove it.

\subsection*{A two-channel example}

The example has an excitation energy of 0.36 eV, roughly the vibrational quantum of HCl, a gas used in plasma etching. The other parameters are round: $R=0.30$ nm, and potentials of shape $(1-r^2/R^2)^2$, attractive with depth 2.0 eV in both channels and with coupling 0.5 eV. In Rydberg units $E_t=0.02646$, $k_1=0.16266$ and $R=5.669$. Integration of the radial equations at threshold gives
\begin{equation}
L_{11}=0.01465,\quad L_{22}=0.09037,\quad L_{12}=0.03200\ \text{bohr}^{-1}.
\end{equation}
The real part of $D_0$ is $0.001324-0.001024=0.000300$ and the imaginary part is $-0.16266\times0.09037=-0.01470$, so $|D_0|^2=2.162\times10^{-4}$. Then
\begin{equation}
\beta=\frac{2(0.16266)(0.03200)^2}{2.162\times10^{-4}}=1.54\ \text{bohr}=0.082\ \text{nm}.
\end{equation}
The phase of $D_0^*$ is 1.550 rad and $k_1R=0.922$, hence $\delta_0=1.550-0.922=0.628$ rad. It lies below $\pi/2$, so the threshold is a peak. Its height is $\sigma_0=4\pi(0.3455)/0.02646=164$ bohr$^2$, or $45.9\times10^{-16}$ cm$^2$.

At 1 meV above threshold $k_2=0.00857$ and $\beta k_2=0.0132$. The table compares \eqref{cusp} with direct solutions of the coupled equations, in $10^{-16}$ cm$^2$.

\begin{center}
\begin{tabular}{rrrr}
$E-E_t$ (meV) & elastic, direct & elastic, law & inelastic, direct\\
$-10$ & 44.69 & 43.30 & 0\\
$-1$ & 45.25 & 45.11 & 0\\
$0$ & 45.94 & 45.94 & 0\\
$1$ & 45.20 & 45.33 & 0.86\\
$10$ & 42.79 & 44.02 & 2.49
\end{tabular}
\end{center}

At $+1$ meV the law differs from the direct value by 0.3\% of the cross section, but the drop from the peak, 0.74, exceeds the predicted 0.61 by about a fifth of the prediction. The remainder is roughly a straight line in energy, with slope near threshold about $-0.14\times10^{-16}$ cm$^2$/meV above and $-0.15$ below, weakening to $-0.12$ and $-0.14$ at 5 meV. The root term has slope $-0.30$ in the same unit at $+1$ meV and weakens as $(E-E_t)^{-1/2}$. A constant remainder slope would make the two equal near $(0.30/0.14)^2\simeq5$ meV above threshold. With the weakening included they meet near 6.5 meV, which marks the width of the cusp on that side. Below threshold the root term has slope $0.42$ at $-1$ meV, and the same estimate gives 8 to 9 meV; the direct curve has its minimum near 10 meV below threshold. Much closer, at $+0.001$ meV, the direct slope is $-9.74$ and the law gives $-9.60$. With the coupling set to zero and all else fixed, the slope at threshold is $-0.07$.

\subsection*{Numerical tests of the argument}

Analytic continuation was tested by computing $S_{11}$ at eleven points with $0<k_2<0.04$ bohr$^{-1}$, all above threshold. The polynomial through them was evaluated at $k_2=0.01\,i$, which lies 1.36 meV below threshold. It gave $0.32335+0.94628i$, equal to the direct result there to the digits shown. The other root, $-0.01\,i$, gave $0.29385+0.95585i$. The direct value corresponds to a phase of 0.6208 rad, against $\delta_0-\beta\kappa/2=0.6206$.

The coefficients of $\sqrt{|E-E_t|}$ were extrapolated from direct cross sections at $|k_2|=4\times10^{-4}$ and $2\times10^{-4}$ bohr$^{-1}$. They are $-252.8$ above and $-348.0$ bohr$^3$ below, as \eqref{cusp} predicts to the digits shown. A second model, with depth 8.0 eV, coupling 1.0 eV and the same range and threshold, has $\delta_0=2.337$ rad. Its coefficients are $-21.58$ above and $+20.78$ bohr$^3$ below, again in agreement. The positive sign below threshold is the descending step.

The case $\sin\delta_0=0$ was reached with coupling 1.0 eV and a weak repulsion of 0.274 eV in both channels. At $|k_2|=4\times10^{-5}$ bohr$^{-1}$ the ratio of $|1-S_{11}|^2$ to $\beta^2|E-E_t|$ was 1.000 on both sides. For the main model, the inelastic probability opened with power 1.000 of $k_2$ for an outgoing s wave and 3.000 for a p wave. The full numerical output follows the text.

\subsection*{The model beside real HCl}

The depth, range and coupling were chosen, not fitted to HCl, so the cross sections are not data for that gas. One assumption that HCl breaks is the short range of the force. With a rough dipole moment of 1.1 D, $D=0.433$ in units of $e$ times bohr, and the tail at fixed molecular orientation is $2D\cos\theta/r^2$. It joins the centrifugal term in the angular operator $\ell^2+2D\cos\theta$, where $\ell^2$ is the squared orbital angular momentum. The lowest eigenvalue of this operator is $\nu(\nu+1)=-0.120$, giving $\nu=-0.139$. For an outgoing wave of unit amplitude, whose flux is proportional to $k_2$, the density at fixed small $r$ varies as $k_2^{-2\nu}$. The escape probability is $k_2$ divided by this density, so it varies as $k_2^{2\nu+1}=k_2^{0.72}$ instead of $k_2$. A direct solution with the term $\nu(\nu+1)/r^2$ added in channel 2 at all radii, inside $R$ as well, gave a power 0.713 between $k_2=10^{-5}$ and $2\times10^{-5}$ bohr$^{-1}$. In the limit of threshold the slope is still infinite, but the power of energy changes from 0.50 to 0.36. The wave numbers of this test correspond to less than $10^{-5}$ meV, and the limiting power does not hold at the meV scale of the cusp: between 1 and 4 meV above threshold the same model gives a local power close to zero.

This power belongs to a molecule that does not rotate during the collision. For a rough bond length of 0.13 nm the first rotational spacing is 2.5 meV, comparable with the width of the cusp, and at 300 K the thermal energy is 26 meV. Several rotational levels are populated, and the single threshold splits into many. Neither the pure square root nor the frozen-dipole power should be expected over the whole cusp. The polarization tail leaves the limiting power unchanged: with a rough polarizability of 2.6 \AA$^3$ in both channels, matched at 2000 bohr, the opening power between $k_2=3\times10^{-5}$ and $6\times10^{-5}$ bohr$^{-1}$ remained 1.000. These wave numbers correspond to less than $10^{-4}$ meV. At the meV scale of the cusp the tail can still change the shape of the curve.

The dipole also excites rotation directly. In first Born approximation the amplitude at momentum transfer $q$ is $2D\cos\gamma/q$ in magnitude, where $\gamma$ is the angle between the dipole and the momentum transfer. The transition from rotational level 0 to 1 takes $\cos^2\gamma\to1/3$. With $q\,dq=k_1k_f\sin\theta\,d\theta$,
\begin{equation}
\sigma_{0\to1}=\frac{8\pi D^2}{3k_1^2}\ln\frac{k_1+k_f}{k_1-k_f},
\end{equation}
where $k_f$ is the final wave number. At 0.36 eV this is about $105\times10^{-16}$ cm$^2$, more than twice $\sigma_0$. If rotation is not resolved and the molecules start in level 0, the relative size of the model's cusp shrinks to about $46/(46+105)\simeq0.3$ of its value. Higher starting levels have wider spacings and hence a smaller logarithm, so at 300 K the reduction is somewhat weaker, about 0.35. These ratios treat rotation as an added background and are only a rough guide. Rotational excitation is itself an open channel at this energy, and in first Born approximation it takes about a quarter of the incoming s-wave flux, so the assumption that no third channel is open fails and the model's $\delta_0$ and $\beta$ do not carry over to the molecule.

\subsection*{Smearing, and use in plasma models}

Thermal motion of the molecules spreads the collision energy. An electron of speed $v$ meeting a molecule of mass $M$ and velocity component $V_z$ has its energy changed by $-mvV_z$, so the rms spread is $\sqrt{2E\,k_BT\,m/M}=0.53$ meV at 300 K. Averaged over this spread, the model's cross section at threshold falls from 45.9 to $45.5\times10^{-16}$ cm$^2$, and its steepest fall within 12 meV of threshold is 0.43 in units of $10^{-16}$ cm$^2$/meV. For a beam with a full width at half maximum of 10 meV, taken without thermal motion, the figures are 44.7 and 0.22. A measured slope is finite, and its value then depends on the energy resolution.

A plasma rate coefficient integrates the cross section over a smooth electron energy distribution, so the cusp produces no singularity in it as a function of electron temperature. The cusp does affect interpolation in a table of cross sections. If the table has one point at threshold and the next a distance $h$ above it, linear interpolation replaces $\sqrt x$ by $x/\sqrt h$, where $x=E-E_t$. The difference is largest at $x=h/4$, where it is $\sqrt h/4$. The resulting error is $\sigma_0\beta\sqrt h/4$, a quarter of the root-law drop across the interval. For $h=10$ meV in this model that drop is 1.92, and the error is about $0.5\times10^{-16}$ cm$^2$, or 1\% of $\sigma_0$. The estimate covers the leading root term of a single unsmeared threshold. The error is confined to the neighbourhood of the threshold, so in a rate coefficient that averages over energies much wider than $h$ its relative effect is far below 1\%.

\section*{Table of computed values}
\begin{verbatim}
Model threshold 0.36 eV, range 0.30 nm = 5.6692 bohr
Model well depth 2.0 eV in both channels, coupling 0.5 eV
Threshold energy 0.026460 Ry, k1 at threshold 0.16266 1/bohr
L11 0.01465, L22 0.09037, L12 0.03200 1/bohr
Elastic phase delta0 0.6283 rad, cot(delta0) 1.3765
beta from L 1.5411 bohr = 0.0816 nm
beta from inelastic flux 1.5411 bohr
sigma0 164.06 bohr^2 = 45.941 x 1e-16 cm2
peak: delta0 0.6283 rad, beta 1.5411 bohr
  root coefficient above: direct -252.835, law -252.833 bohr^3
  root coefficient below: direct -348.034, law -348.036 bohr^3
step: delta0 2.3374 rad, beta 0.0876 bohr
  root coefficient above: direct -21.578, law -21.578 bohr^3
  root coefficient below: direct 20.782, law 20.782 bohr^3
Step model: depth 8.0 eV, coupling 1.0 eV
Continuation test at kappa 0.010 1/bohr, 1.361 meV below threshold
  S11 direct 0.323347+0.946280j, continued to +i kappa 0.323347+0.946280j
  S11 continued to -i kappa (growing wave) 0.293850+0.955852j
E-Et (meV); elastic direct, elastic law, inelastic direct (1e-16 cm2)
   -10.0    44.6862    43.2987    0.0000
    -1.0    45.2529    45.1053    0.0000
    -0.1    45.6918    45.6766    0.0000
     0.0    45.9409    45.9409    0.0000
     0.1    45.7349    45.7489    0.2765
     1.0    45.1974    45.3339    0.8608
    10.0    42.7885    44.0214    2.4856
E-Et (meV); slope direct, slope law (1e-16 cm2/meV)
   -0.001     13.0623     13.2110
    0.001     -9.7416     -9.5972
   -0.100      1.1711      1.3211
    0.100     -1.0993     -0.9597
   -1.000      0.2729      0.4178
    1.000     -0.4374     -0.3035
Slope at threshold without coupling -0.0663 x 1e-16 cm2/meV
Zero-phase case: depth -0.2737 eV, coupling 1.0 eV, beta 0.2648 bohr
  |1-S11|^2/(beta^2|E-Et|): below 0.9998, above 1.0000
Opening power of k2: s wave 1.0000, p wave 3.0000
Rough HCl inputs: dipole 1.1 D, bond 0.13 nm, polarizability 2.6 A^3
Dipole 0.4328 e bohr, lowest angular eigenvalue -0.1197, nu -0.1390
Opening power with frozen dipole: direct 0.7130, 2nu+1 0.7221
Opening power with polarization tail 0.9998
Rotational constant 1.272 meV, first spacing 2.544 meV
Thermal energy at 300 K 25.85 meV
Born dipole rotational excitation 0->1 at threshold energy 105.2 x 1e-16 cm2
Thermal-motion spread: formula 0.533 meV, sampled 0.533 meV rms
Beam spread 10.0 meV full width at half maximum = 4.247 meV rms
Smeared, thermal: sigma at Et 45.511 x 1e-16 cm2, steepest fall -0.4298 x 1e-16 cm2/meV
Smeared, beam: sigma at Et 44.741 x 1e-16 cm2, steepest fall -0.2232 x 1e-16 cm2/meV
\end{verbatim}
